# Scaling of SCF residual norms and size-consistent convergence thresholds

A self-consistent field (SCF) calculation stops when a residual matrix is small, and "small" can mean its total norm, its root-mean-square element or its largest element. This problem asks what each choice implies for the energy error per atom.

**Setting.** The system has closed shells, real orbitals and \(A\) atoms with \(n\) basis functions each, so \(K=An\). The basis is orthonormal until part (f). \(P\) is the density matrix of one spin, a projector (\(P^2=P\)) on \(o\) occupied orbitals; \(v=K-o\) orbitals are empty. \(F[P]\) is the Fock matrix, and the energy obeys \(dE=2\,\mathrm{Tr}\,F\,dP\), the 2 counting spins. The residuals are
\[
R=F[P]\,P-P\,F[P],\qquad D=P_{\rm out}-P,
\]
where \(P_{\rm out}\) projects on the \(o\) lowest eigenvectors of \(F[P]\). For a \(K\times K\) matrix \(M\),
\[
\|M\|=\Big(\sum_{\mu\nu}M_{\mu\nu}^2\Big)^{1/2},\quad
\mathrm{rms}(M)=\frac{\|M\|}{K},\quad
\max(M)=\max_{\mu\nu}|M_{\mu\nu}| .
\]
Indices \(i,j\) denote occupied and \(a,b\) empty orbitals. Atomic units are used for molecules; model energies are in units of a hopping.

## (a) What do the two residuals contain?

Express \(\|R\|\) through Fock matrix elements, and relate \(\|D\|\) to it near convergence.

**Solution.** In the trial orbitals, \(P\) is the unit matrix in the occupied block and zero elsewhere. Hence
\[
FP=\begin{pmatrix}F_{oo}&0\\F_{vo}&0\end{pmatrix},\quad
PF=\begin{pmatrix}F_{oo}&F_{ov}\\0&0\end{pmatrix},\quad
R=\begin{pmatrix}0&-F_{ov}\\F_{vo}&0\end{pmatrix}.
\]
The norm is unchanged by an orthogonal change of basis, and the two blocks contribute equally:
\[
\|R\|^2=2\sum_{ai}F_{ai}^2 .
\]

Now rotate the occupied orbitals among themselves, and likewise the empty ones, until \(F_{oo}\) and \(F_{vv}\) are diagonal with entries \(\varepsilon_i,\varepsilon_a\). This leaves \(P\) unchanged. Diagonalizing \(F\) mixes \(a\) into \(i\) with first-order coefficient \(F_{ai}/(\varepsilon_i-\varepsilon_a)\), so
\[
D_{ai}=-\frac{F_{ai}}{\varepsilon_a-\varepsilon_i},\qquad
\|D\|^2=2\sum_{ai}\frac{F_{ai}^2}{(\varepsilon_a-\varepsilon_i)^2}\le\frac{\|R\|^2}{g^2},
\]
with \(g\) the smallest difference \(\varepsilon_a-\varepsilon_i\), the orbital gap. Conversely \(\|R\|\le w\|D\|\), where \(w\) is the largest such difference. Both statements are first order in the residual and need \(g>0\).

## (b) How do the three norms depend on the number of atoms?

Keep \(n\) fixed. State the assumptions needed, and examine whether the choice of orbitals matters.

**Solution.** Collect the rows of \(R\) belonging to atom \(X\):
\[
\|R\|^2=\sum_X r_X^2,\qquad r_X^2=\sum_{\mu\in X}\sum_\nu R_{\mu\nu}^2 .
\]
Assume a gapped system and a local basis, with elements of \(R\) that decay fast enough with distance for \(r_X^2\) to stay finite in a large system. Assume also that the error is spread evenly, so that the mean \(r^2\) of \(r_X^2\) does not depend on \(A\) and the largest \(r_X\) does not grow with it. Then
\[
\|R\|=r\sqrt A,\qquad \mathrm{rms}(R)=\frac{r\sqrt A}{An}=\frac{r}{n\sqrt A},\qquad \max(R)\to\text{constant}.
\]
The RMS element falls because the number of elements grows as \(A^2\), while the number of appreciable ones grows as \(A\). The same argument applies to \(D\). An error of fixed size on a single atom violates the second assumption: \(r^2\) then falls as \(1/A\), and \(\|R\|\) does not grow.

A chain tests these laws. It has one function per atom, alternating hoppings of strength 1 and 0.6, on-site repulsion \(U=1\) and half filling. In mean field,
\[
E=2\,\mathrm{Tr}\,hP+U\sum_\mu P_{\mu\mu}^2,\qquad F=h+U\,\mathrm{diag}(P_{\mu\mu}).
\]
Changing the sign of every second basis function turns \(h\) into \(-h\). Levels therefore pair as \(\pm\varepsilon\) with equal site weights, and the filled half gives \(P_{\mu\mu}=1/2\). The converged Fock matrix is thus \(h+U/2\). Trial densities come from adding random site energies \(\pm10^{-3}\) to it; results are averages over eight draws.

From 32 to 256 atoms, a factor of 8, \(\|R\|\) rises from \(5.74\times10^{-3}\) to \(1.62\times10^{-2}\), a factor of 2.82 against \(\sqrt8=2.83\). The RMS falls from \(1.79\times10^{-4}\) to \(6.33\times10^{-5}\), and the maximum stays near \(1.4\times10^{-3}\). The fitted exponents are 0.497, −0.503 and 0.003; for \(D\) they are 0.501, −0.499 and 0.029.

The constant maximum depends on the local basis. In delocalised orbitals \(\|R\|\) is the same, but a random error shares it among of order \(A^2\) elements, each typically of size \(A^{-1/2}\). If they behaved as \(M\) independent Gaussian numbers of width \(\sigma\), the largest would follow from \(M e^{-x^2/2\sigma^2}\sim1\), or \(x\sim\sigma\sqrt{2\ln M}\). The logarithm would weaken the fall. The measured exponent is −0.32, and different sets of eight draws scatter between about −0.29 and −0.39. Independent Gaussian elements would give about −0.35 over this range of sizes. The elements derive from only \(A\) random site energies and are not independent, so the Gaussian picture is a heuristic, not a derivation. A regular error can behave differently. Site energies that alternate in sign couple each filled level mainly to its partner at opposite energy, so the norm sits in about \(A\) elements of constant size and the maximum does not fall.

## (c) What energy error does a residual leave?

Find the leading error \(\Delta E=E[P]-E_0\) above a stable SCF minimum, and bound it by \(\|R\|\).

**Solution.** Let the trial orbitals differ from the converged ones by a small rotation:
\[
i'=i+\sum_a\kappa_{ai}\,a,\qquad a'=a-\sum_i\kappa_{ai}\,i .
\]
To first order \(\delta P_{ai}=\delta P_{ia}=\kappa_{ai}\). A further rotation \(d\kappa\) changes the energy by
\[
dE=2\,\mathrm{Tr}\,F\,dP=4\sum_{ai}F_{ai}\,d\kappa_{ai},
\]
since both off-diagonal blocks contribute. The gradient is therefore \(4F_{ai}\).

Next express \(F_{ai}\) at the trial point through \(\kappa\). The converged Fock matrix is diagonal, so
\[
F_{a'i'}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}+\delta F_{ai}.
\]
In Hartree-Fock theory \(F_{pq}=h_{pq}+\sum_{rs}[2(pq|rs)-(pr|sq)]P_{rs}\). Inserting \(\delta P_{bj}\) and \(\delta P_{jb}\), both equal to \(\kappa_{bj}\), gives
\[
\delta F_{ai}=\sum_{bj}\big[4(ai|bj)-(ab|ij)-(aj|ib)\big]\kappa_{bj}.
\]
Thus \(4F=H\kappa\), with orbital Hessian
\[
H_{ai,bj}=4\big[(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|ib)\big].
\]
The energy is quadratic near its minimum, and \(\kappa=4H^{-1}F\), so
\[
\Delta E=\tfrac12\kappa^TH\kappa=\tfrac12(4F)^TH^{-1}(4F)=8\,F^TH^{-1}F .
\]
Write the lowest eigenvalue of \(H\) as \(4\gamma\), positive at a stable minimum. Then \(F^TH^{-1}F\le\sum F_{ai}^2/(4\gamma)\), and with part (a)
\[
\Delta E\le\frac{2}{\gamma}\sum_{ai}F_{ai}^2=\frac{\|R\|^2}{\gamma}.
\]
This is a leading-order result for the energy of an idempotent trial density.

In the chain, the response term adds \(\sum\kappa_{ai}\delta F_{ai}=\tfrac12U\sum_\mu(\delta P_{\mu\mu})^2\ge0\) to the diagonal part, because \(\delta P_{\mu\mu}=2\sum\kappa_{ai}a_\mu i_\mu\). Hence \(\gamma\ge g\), and the gap may replace \(\gamma\). Hartree-Fock exchange enters with a negative sign and removes this guarantee.

For a water molecule in the 6-31G basis, \(\gamma=0.360\) hartree, while the orbital gap is 0.705 hartree. Both values belong to this small basis: in aug-cc-pVDZ and aug-cc-pVTZ \(\gamma\) is 0.326 and the gap 0.54 hartree, so \(\gamma\) must be taken in the basis actually used. The nuclei are at O \((0,0,0.1173)\) and H \((0,\pm0.7572,-0.4692)\) Å. The trial density comes from adding \(s(x+y+z)\), with \(s=10^{-3}\) hartree/bohr, to the converged Fock operator. The actual energy error is \(3.524\times10^{-6}\) hartree, and the Hessian formula gives \(3.527\times10^{-6}\). The bound is
\[
\frac{(1.977\times10^{-3})^2}{0.3599}=1.09\times10^{-5}\ \text{hartree},
\]
about three times the error. Equality would require \(F_{ai}\) to lie along the softest eigenvector of \(H\). In that case, replacing \(\gamma\) by the larger gap would underestimate the error.

## (d) Which thresholds give a fixed accuracy per atom?

Suppose a norm has just reached a threshold \(\tau\). Find the energy error per atom for each norm, then the threshold for a target error \(e\) per atom.

**Solution.** Write \(\Delta E=q\|R\|^2/\gamma\) with \(0<q\le1\). For the same kind of error in a larger system, \(q\) and \(\gamma\) are taken as independent of \(A\). Also define \(m\) by \(\|R\|^2=A\,m\,\max(R)^2\): it is the effective number of elements per atom as large as the largest one. By part (b), \(m\) is size-independent in a local basis. Substitution gives:

- \(\|R\|=\tau\): \(\Delta E/A=q\tau^2/(\gamma A)\).
- \(\|R\|/\sqrt A=\tau\): \(\Delta E/A=q\tau^2/\gamma\).
- \(\mathrm{rms}(R)=\tau\), so \(\|R\|=An\tau\): \(\Delta E/A=qAn^2\tau^2/\gamma\).
- \(\max(R)=\tau\): \(\Delta E/A=qm\tau^2/\gamma\).

A fixed total norm becomes needlessly strict per atom, although it does hold the total energy error fixed. A fixed RMS becomes too loose. To guarantee at most \(e\) per atom at leading order, set \(q=1\):
\[
\|R\|\le\sqrt{A\gamma e}
\quad\Longleftrightarrow\quad
\mathrm{rms}(R)\le\frac{\sqrt{A\gamma e}}{K}=\frac1n\sqrt{\frac{\gamma e}{A}} .
\]
A maximum threshold \(\sqrt{\gamma e/m}\) also works in a local basis, if \(m\) is known.

For the density residual, \(\|R\|\le w\|D\|\) gives the sufficient condition \(\|D\|\le\sqrt{A\gamma e}/w\), or this value divided by \(K\) for its RMS. The size law is the same, but \(w\) spans from the deepest core level to the highest empty level and can grow with the basis. For water it is 22 hartree in 6-31G, mostly from the oxygen core level, and 36 hartree in aug-cc-pVTZ, while for the perturbation of part (c) \(\|R\|/\|D\|\) is only about 1.2 hartree. The commutator therefore gives the more direct energy criterion.

In the chain, the random site energies were scaled until each norm equalled \(\tau=10^{-4}\) hopping. The energy errors per atom, in hoppings, were:

| Norm held at \(\tau\) | \(A=32\) | \(A=256\) |
|---|---|---|
| total | \(1.10\times10^{-10}\) | \(1.37\times10^{-11}\) |
| total\(/\sqrt A\) | \(3.51\times10^{-9}\) | \(3.51\times10^{-9}\) |
| RMS | \(1.12\times10^{-7}\) | \(8.98\times10^{-7}\) |
| max | \(1.84\times10^{-9}\) | \(1.78\times10^{-9}\) |

The first row falls by 8 and the third rises by 8. For the second row the bound is \(\tau^2/g=10^{-8}/0.801=1.25\times10^{-8}\), so \(q\gamma^{-1}\) is about 0.28 of \(g^{-1}\). The ratio of the last row to the second gives \(m\approx0.5\).

## (e) Does a good average protect every atom?

Consider an error concentrated on one atom.

**Solution.** It does not. The condition \(\|R\|\le\tau\sqrt A\) permits one atom and its surroundings to carry the whole norm \(\tau\sqrt A\). The energy error per atom remains bounded by \(\tau^2/\gamma\), but a local density error is linear in the residual. Indeed \(\kappa=4H^{-1}F\) gives
\[
\|\delta P\|=\sqrt2\,|\kappa|\le\frac{\sqrt2\,|F|}{\gamma}=\frac{\|R\|}{\gamma},
\]
where \(|\kappa|\) and \(|F|\) are vector norms over the pairs \(ai\). For a defect of fixed shape, the local error grows as \(\sqrt A\).

In the chain, one altered site energy was scaled to use the full allowance with \(\tau=10^{-4}\). The charge error on that site rose from \(2.81\times10^{-4}\) to \(7.94\times10^{-4}\) electrons between 32 and 256 atoms, a factor of 2.83.

If charges or forces on individual atoms matter, one can require \(r_X\le\tau\) for every atom. This implies the average condition, since \(\|R\|^2=\sum_Xr_X^2\le A\tau^2\), and it excludes the concentrated error above. It does not by itself supply an error bar for each local property, because the density on one atom also responds to residuals elsewhere.

## (f) What changes when the basis is enlarged?

Keep the molecule and the physical error fixed. Then consider a nonorthogonal basis with overlap matrix \(S\).

**Solution.** Let \(P\) be the ground projector of \(F_0+sW\), where \(F_0\) is the converged Fock matrix and \(W\) a smooth operator. With \(F[P]=F_0+\delta F\) and \([F_0+sW,P]=0\),
\[
R=[\delta F-sW,\,P].
\]
For the direct part, use completeness, \(\sum_a|a\rangle\langle a|=1-\sum_j|j\rangle\langle j|\):
\[
\sum_{ai}W_{ai}^2\;\longrightarrow\;\sum_i\langle i|W^2|i\rangle-\sum_{ij}W_{ij}^2 .
\]
This limit is finite when the occupied orbitals have finite \(\langle W^2\rangle\). If the response \(\delta F\) is equally well behaved, \(\|R\|\) tends to a constant and \(\mathrm{rms}(R)\propto1/K\). A fixed RMS threshold thus loosens with the basis as well as with the molecule.

For water with the same perturbation as in part (c):

| Basis | \(K\) | Share of limit | \(\|R\|\) (hartree) | RMS (hartree) |
|---|---|---|---|---|
| 6-31G | 13 | 0.46 | \(1.98\times10^{-3}\) | \(1.52\times10^{-4}\) |
| aug-cc-pVDZ | 41 | 0.977 | \(3.53\times10^{-3}\) | \(8.60\times10^{-5}\) |
| aug-cc-pVTZ | 92 | 0.996 | \(3.58\times10^{-3}\) | \(3.89\times10^{-5}\) |

The share compares the sum over \(W_{ai}^2\) with its complete-basis expression, using the occupied orbitals of each basis. The smallest basis captures less than half, so it is not yet in the limiting regime. Between the larger two, \(\|R\|\) changes by 1.4%, while the RMS falls by a factor 0.452, close to \(41/92=0.446\). The largest element follows no single law, since its trend depends on how the basis is orthonormalised.

In a nonorthogonal basis, marked "AO", the orthonormal matrices are \(F=S^{-1/2}F_{\rm AO}S^{-1/2}\) and \(P=S^{1/2}P_{\rm AO}S^{1/2}\). Multiplying \(R\) by \(S^{1/2}\) on both sides yields
\[
S^{1/2}RS^{1/2}=F_{\rm AO}P_{\rm AO}S-SP_{\rm AO}F_{\rm AO}\equiv R_{\rm AO},
\]
while \(D_{\rm AO}=S^{-1/2}DS^{-1/2}\). Multiplication by a matrix increases the total norm at most by its largest singular value. Applying this to each relation and its inverse gives
\[
\sigma_{\min}\le\frac{\|R_{\rm AO}\|}{\|R\|}\le\sigma_{\max},\qquad
\frac1{\sigma_{\max}}\le\frac{\|D_{\rm AO}\|}{\|D\|}\le\frac1{\sigma_{\min}},
\]
where \(\sigma\) denotes eigenvalues of \(S\). For water, the commutator ratio rises from 1.04 in 6-31G to 3.28 in aug-cc-pVTZ, and the density ratio falls from 1.46 to 0.73. A raw threshold therefore changes meaning with the basis; the thresholds of part (d) refer to the orthonormal \(R\).

## (g) When does numerical noise prevent convergence?

Add a random symmetric error \(N\), drawn afresh each time \(F\) is built, first in all elements and then on the diagonal alone.

**Solution.** A fixed \(N\) would only shift the self-consistent solution, and the residual could still vanish; an error that changes at every step cannot be absorbed in this way. At the converged \(P\), the residual is \([N,P]\), with mean square \(2\sum_{ai}\langle N_{ai}^2\rangle\). Let independent off-diagonal elements have variance \(\eta^2\) and diagonal ones \(2\eta^2\). These choices mean
\[
\langle N_{\mu\nu}N_{\rho\lambda}\rangle=\eta^2(\delta_{\mu\rho}\delta_{\nu\lambda}+\delta_{\mu\lambda}\delta_{\nu\rho}).
\]
For orthonormal orbital vectors \(a\) and \(i\), \(\langle N_{ai}^2\rangle=\eta^2[(a\cdot a)(i\cdot i)+(a\cdot i)^2]=\eta^2\). The root-mean-square floor is
\[
\|R\|_{\rm dense}=\eta\sqrt{2ov}.
\]
It grows as \(A\) at fixed \(n\), and as \(\sqrt v\) when the basis alone grows. In a running calculation this is a lower limit, because \(P\) also carries noise from earlier steps. In plain iteration \(P\) commutes with the previous Fock matrix, which had its own error \(N'\). The residual is then \([N-N',P]\) apart from the response of \(F\), and if that response is small the floor is higher by about \(\sqrt2\). For independent diagonal errors of variance \(\eta^2\),
\[
\sum_{ai}\langle N_{ai}^2\rangle=\eta^2\sum_\mu\Big(\sum_a a_\mu^2\Big)\Big(\sum_i i_\mu^2\Big)
=\eta^2\sum_\mu P_{\mu\mu}(1-P_{\mu\mu}),
\]
so the floor is \(\eta[2\sum_\mu P_{\mu\mu}(1-P_{\mu\mu})]^{1/2}\), which grows as \(\sqrt A\), like the size-consistent threshold.

For the half-filled chain these floors are \(\eta A/\sqrt2\) and \(\eta\sqrt{A/2}\). With \(\eta=10^{-6}\) hopping and \(A=256\), the formulas give \(1.81\times10^{-4}\) and \(1.13\times10^{-5}\); random samples gave \(1.81\times10^{-4}\) and \(1.15\times10^{-5}\). In plain iteration on a 96-atom chain the residual exceeds the dense floor by a factor 1.43, close to \(\sqrt2\), but the diagonal floor by about 1.9, because the on-site response of \(F\) to diagonal noise is not small. Dense noise reaches the threshold \(\tau\sqrt A\) when
\[
\frac{\eta A}{\sqrt2}=\tau\sqrt A\quad\Rightarrow\quad A=\frac{2\tau^2}{\eta^2}=2\times10^4
\]
for \(\tau=10^{-4}\). With the extra factor \(\sqrt2\) of plain iteration, this happens at about half that size. For still larger systems, \(\eta\) must be reduced as \(A^{-1/2}\). A fixed RMS threshold avoids this conflict, since the dense RMS floor is constant at fixed \(n\), but it does so by accepting a growing energy error per atom.

## (h) Set the threshold for one and for four water molecules

Use restricted Hartree-Fock, 6-31G and \(e=10^{-6}\) hartree per atom. The four molecules are parallel and 5 Å apart.

**Solution.** For one molecule, \(A=3\) and \(K=13\):
\[
\|R\|\le\sqrt{3(0.3599)(10^{-6})}=1.04\times10^{-3},\quad
\mathrm{rms}(R)\le\frac{1.04\times10^{-3}}{13}=8.0\times10^{-5}\ \text{hartree}.
\]
For four, \(A=12\) and \(K=52\). Taking \(\gamma\) from the single molecule, which assumes weak interaction, the total limit doubles to \(2.08\times10^{-3}\) hartree and the RMS limit halves to \(4.0\times10^{-5}\) hartree.

With the perturbation scaled to these limits, the measured errors are \(3.24\times10^{-7}\) and \(3.23\times10^{-7}\) hartree per atom. Both meet the target and agree with each other. The borrowed \(\gamma\) is not a strict guarantee: the four molecules have \(\gamma=0.356\) hartree, 1% lower, and an error along their softest mode at the same limit gives \(1.01\times10^{-6}\) hartree per atom. Had the single-molecule RMS limit been kept for four molecules, \(\|R\|\) would have been twice as large and, by the quadratic law, the error about \(4(3.23\times10^{-7})=1.3\times10^{-6}\) hartree per atom, above the target.

These errors are measured from the converged Hartree-Fock energy in the same basis. They contain neither the missing electron correlation nor the basis-set error.

## Numbers as computed

```
Chain: weak hopping 0.6, U 1.0, gap at A=256 0.8009 (strong hopping)
commutator total: A=32 5.740e-03, A=256 1.620e-02 hopping; exponent 0.497
commutator RMS: A=32 1.794e-04, A=256 6.327e-05 hopping; exponent -0.503
commutator max: A=32 1.403e-03, A=256 1.422e-03 hopping; exponent 0.003
density total: A=32 3.058e-03, A=256 8.667e-03 electrons; exponent 0.501
density RMS: A=32 9.555e-05, A=256 3.386e-05 electrons; exponent -0.499
density max: A=32 7.910e-04, A=256 8.488e-04 electrons; exponent 0.029
commutator max in delocalised orbitals: exponent -0.322
Energy error per atom when each norm equals 1e-04 hopping:
  total: A=32 1.096e-10, A=256 1.371e-11 hopping; exponent -1.000
  total/sqrt(A): A=32 3.507e-09, A=256 3.509e-09 hopping; exponent -0.000
  RMS: A=32 1.122e-07, A=256 8.983e-07 hopping; exponent 1.000
  max: A=32 1.841e-09, A=256 1.780e-09 hopping; exponent -0.011
Single defect, charge error: A=32 2.808e-04, A=256 7.943e-04 e; exponent 0.500
Noise per element 1e-06 hopping; total-norm floor:
  dense: A=32 2.247e-05, A=256 1.807e-04; formula 2.263e-05, 1.810e-04 hopping
  diagonal: A=32 3.799e-06, A=256 1.153e-05; formula 4.000e-06, 1.131e-05 hopping
Dense noise overtakes 1e-04*sqrt(A) at A = 20000 atoms
Water RHF, perturbation (x+y+z) times 1e-03 hartree/bohr
6-31g: K=13, total 1.977e-03, RMS 1.521e-04, max 6.018e-04 hartree
  captured share of complete-basis sum 0.4575
  overlap eigenvalues 6.78e-02 to 3.44
  raw/orthonormal norm: commutator 1.043, density 1.459
aug-cc-pvdz: K=41, total 3.526e-03, RMS 8.601e-05, max 4.804e-04 hartree
  captured share of complete-basis sum 0.9768
  overlap eigenvalues 2.67e-03 to 5.68
  raw/orthonormal norm: commutator 2.225, density 1.095
aug-cc-pvtz: K=92, total 3.576e-03, RMS 3.887e-05, max 2.775e-04 hartree
  captured share of complete-basis sum 0.9955
  overlap eigenvalues 3.85e-04 to 6.84
  raw/orthonormal norm: commutator 3.277, density 0.734
RMS ratio, largest to middle basis: 0.452; K ratio inverse 0.446
6-31G: gamma 0.3599, orbital gap 0.7050 hartree
  energy error: actual 3.5244e-06, from Hessian 3.5266e-06, bound 1.0864e-05 hartree
Four waters / one water, same field: total ratio 2.0177, RMS ratio 0.5044
Target error 1e-06 hartree per atom:
  A=3, K=13: total limit 1.039e-03, RMS limit 7.993e-05 hartree
    measured error 3.239e-07 hartree per atom
  A=12, K=52: total limit 2.078e-03, RMS limit 3.997e-05 hartree
    measured error 3.226e-07 hartree per atom
```
